# Why small corrosion pits need high current density to survive

**Question.** A small pit in a passive metal has only a small area to dissolve, yet it repassivates unless each unit of that area dissolves fast. Why does a shallow pit need a higher current density than a deep one, and how much higher?

**Answer.** A pit stays active because the solution at its bottom differs from the solution outside. Dissolving metal ions react with water and release protons, and in sufficiently acid solution the protective film does not re-form. Diffusion works against this state by carrying metal ions and protons out through the mouth. For a given difference in concentration between bottom and mouth, the diffusive loss per unit area is inversely proportional to the distance between them. A pit ten times shallower therefore loses its acid-producing ions ten times faster, and its bottom must supply them ten times faster to keep the same acidity.

To turn this into a formula we need the relation between current density, depth and bottom acidity.

### The model

The pit is one-dimensional: a uniform channel of depth $L$ with inert walls and a dissolving bottom. The coordinate $x$ runs inward from the mouth, $x=0$, to the bottom, $x=L$. The mouth is held at the composition of the bulk solution, which contains no dissolved metal. All the current at the bottom comes from

$$
\mathrm{M}\rightarrow \mathrm{M}^{z+}+z\,e^- ,
$$

and the balancing cathodic reaction takes place outside the pit. The ions hydrolyse in one step, and water ionizes:

$$
\mathrm{M}^{z+}+\mathrm{H_2O}\rightleftharpoons \mathrm{MOH}^{(z-1)+}+\mathrm{H}^+,
\qquad
\mathrm{H_2O}\rightleftharpoons \mathrm{H}^++\mathrm{OH}^- .
$$

Let $c_M$, $c_1$, $h$ and $w$ be the concentrations of $\mathrm{M}^{z+}$, $\mathrm{MOH}^{(z-1)+}$, $\mathrm{H}^+$ and $\mathrm{OH}^-$, with diffusion coefficients $D_M$, $D_1$, $D_H$ and $D_{OH}$. The solution is ideal and does not flow, and a supporting salt is abundant enough for migration in the electric field to be neglected.

The passivation chemistry enters through one number: the bottom remains active while $h(L)\ge h^*$. This threshold is an input, taken to be independent of depth. Transport theory tells us what current maintains $h^*$, not what $h^*$ is.

### What the reactions cannot change

Let $r_1$ be the net rate of hydrolysis and $r_2$ that of water ionization, per unit volume. In the steady state diffusion balances reaction for each species:

$$
D_Mc_M''=r_1,\qquad D_1c_1''=-r_1,
$$

$$
D_Hh''=-r_1-r_2,\qquad D_{OH}w''=-r_2 .
$$

Primes denote derivatives with respect to $x$. Two combinations are free of the rates. Adding the first two equations gives

$$
(D_Mc_M+D_1c_1)''=0,
$$

because hydrolysis converts one form of dissolved metal into the other. Subtracting the equations for $w$ and $c_1$ from that for $h$ gives

$$
(D_Hh-D_{OH}w-D_1c_1)''=(-r_1-r_2)+r_2+r_1=0 .
$$

The second combination expresses proton bookkeeping: each $\mathrm{MOH}^{(z-1)+}$ or $\mathrm{OH}^-$ formed has released one proton.

Each combination is thus linear in $x$, and the boundary conditions fix the lines. Faraday's law says that a current density $i$ injects metal at the rate $J=i/(zF)$ per unit area. Since $x$ runs inward, the outward flux of a species is $+D\,dc/dx$. Hence the slope of the metal combination is $J$. Its value at the mouth is zero, so

$$
D_Mc_M+D_1c_1=\frac{i\,x}{zF}. \tag{1}
$$

Dissolution injects $\mathrm{M}^{z+}$, but no protons, hydroxide or hydrolysed metal. The slope of the proton combination is therefore zero, and it keeps its mouth value everywhere:

$$
D_Hh-D_{OH}w-D_1c_1=D_Hh_0-D_{OH}w_0 , \tag{2}
$$

where $h_0$ and $w_0$ are the bulk values.

### From acidity to current times depth

If the reactions are fast compared with diffusion, they are locally at equilibrium:

$$
c_1h=Kc_M,\qquad hw=K_w .
$$

Solve (2) for $D_1c_1$ and insert $w=K_w/h$ and $w_0=K_w/h_0$:

$$
D_1c_1=D_H(h-h_0)+D_{OH}K_w\left(\frac1{h_0}-\frac1h\right). \tag{3}
$$

The sign of the last bracket follows from $-(w-w_0)$ on moving the hydroxide terms across. Next, $c_M=c_1h/K$ turns the left side of (1) into

$$
D_Mc_M+D_1c_1=D_1c_1\left(1+\frac{D_Mh}{D_1K}\right).
$$

Setting $x=L$ in (1), multiplying by $zF$ and using (3) gives $iL=P(h)$, with $h$ now the value at the bottom and

$$
P(h)=zF\left[D_H(h-h_0)+D_{OH}K_w\left(\frac1{h_0}-\frac1h\right)\right]
\left(1+\frac{D_Mh}{D_1K}\right). \tag{4}
$$

The square bracket vanishes at $h=h_0$, and its derivative, $D_H+D_{OH}K_w/h^2$, is positive. The other factor is positive and also increases. So $P$ rises steadily from zero as $h$ increases from $h_0$, and each positive $iL$ corresponds to one bottom acidity. For $h^*>h_0$, the steady-state condition $h\ge h^*$ is then equivalent to

$$
iL\ge P^*=P(h^*),\qquad i_c=\frac{P^*}{L}. \tag{5}
$$

This is Galvele's critical product. Current density and depth enter the steady composition only together, so halving the depth doubles the current density needed.

Condition (5) concerns survival, not birth. A new pit filled with bulk solution is not yet acid, and some other event must open the film and start dissolution. Once the pit is acid, (5) decides whether its current can maintain that state.

### Limits of the formula

When the threshold is much more acid than a neutral bulk, the terms containing $h_0$ and $K_w$ are negligible:

$$
P^*\simeq zFD_Hh^*\left(1+\frac{D_Mh^*}{D_1K}\right). \tag{6}
$$

If $D_Mh^*\ll D_1K$, most of the metal flux is carried by the hydrolysed form and $P^*\simeq zFD_Hh^*$. Lowering the threshold by one pH unit then raises the product tenfold. If $D_Mh^*\gg D_1K$, most of the metal flux near the bottom is carried by the unhydrolysed ion, which has not yet released a proton, and

$$
P^*\simeq \frac{zFD_HD_M}{D_1K}\,(h^*)^2 .
$$

One pH unit now costs a factor of one hundred: more protons must be supplied, and near the bottom the acid itself suppresses the hydrolysis that supplies them.

The inverse dependence on depth is more general than this chemistry. Suppose that survival instead required a metal concentration $c^*$ at the bottom, with hydrolysis negligible. Equation (1) would give $iL=zFD_Mc^*$: another constant, but the same law. The common reason is that a steady flux contains one derivative with respect to $x$. Writing $x=L\xi$ turns the injection condition into one for $iL$, and no other length remains. A migration flux, proportional to $c\,d\phi/dx$ with $\phi$ the electric potential, also contains one derivative, so migration changes the constant but not the scaling.

### A worked case

Take a model trivalent metal, $z=3$, with

- $D_M=6\times10^{-10}$, $D_1=8\times10^{-10}$, $D_H=9\times10^{-9}$ and $D_{OH}=5\times10^{-9}\ \mathrm{m^2/s}$;
- $K=10^{-2}\ \mathrm{mol/m^3}$ and $K_w=10^{-8}\ \mathrm{(mol/m^3)^2}$;
- $h_0=10^{-4}\ \mathrm{mol/m^3}$ (pH 7) and $h^*=10^{-1}\ \mathrm{mol/m^3}$ (pH 4).

In (3) the proton term is $9\times10^{-9}\times0.0999=8.991\times10^{-10}$ and the hydroxide term is $5\times10^{-17}\times9990=0.005\times10^{-10}$, both in mol/(m s). Their sum divided by $D_1$ gives

$$
c_1=\frac{8.996\times10^{-10}}{8\times10^{-10}}=1.12\ \mathrm{mol/m^3}.
$$

Since $h^*/K=10$, the unhydrolysed ion has $c_M=11.2\ \mathrm{mol/m^3}$. The last factor in (4) is $1+0.75\times10=8.5$, and

$$
P^*=3\times96485\times8.996\times10^{-10}\times8.5
=2.21\times10^{-3}\ \mathrm{A/m},
$$

or $2.21\times10^{-5}\ \mathrm{A/cm}$. The acid limit (6) differs from this by about 0.04%.

With these model constants and this threshold, a pit $100\ \mathrm{\mu m}$ deep needs $22\ \mathrm{A/m^2}$, one of $10\ \mathrm{\mu m}$ needs $221\ \mathrm{A/m^2}$, and one of $1\ \mathrm{\mu m}$ needs about $2200\ \mathrm{A/m^2}$ ($0.22\ \mathrm{A/cm^2}$). These currents belong to a dilute pit, with only about $12\ \mathrm{mol/m^3}$ of dissolved metal at the bottom, and are not values for a real alloy. Pits in some alloys, such as stainless steels, stay active only at molar metal concentrations. With $z\approx2$, $D_M\approx10^{-9}\ \mathrm{m^2/s}$ and $c^*\approx3000\ \mathrm{mol/m^3}$, the estimate $zFD_Mc^*$ is a few tenths of an A/m, over a hundred times larger. Such a solution is not ideal and migration is no longer a small correction, so the constant changes while the $1/L$ scaling for a narrow pit remains.

### Life and death at the same current density

The steady argument can be tested by following the four concentrations in time, with explicit reaction rates in place of assumed equilibrium. Each pit is first acidified at $iL=2P^*$. The current density is then lowered and held fixed, and repassivation is counted as the moment when the bottom falls below $h^*$.

At $10\ \mathrm{\mu m}$ depth, a pit held at $1.1P^*$ survives with a bottom pH of 3.98. At $0.9P^*$ it loses its threshold acidity after 0.090 s.

The comparison that answers the question uses one current density, $332\ \mathrm{A/m^2}$, for two depths. At $10\ \mathrm{\mu m}$ the product is $3.32\times10^{-3}\ \mathrm{A/m}=1.5P^*$, and the pit survives at pH 3.91. At $5\ \mathrm{\mu m}$ it is half as large, $0.75P^*$, and the pit falls below the threshold after 0.014 s. The metal and the dissolution rate are the same, but the escape distance is halved.

Shallow pits also have less time to recover from a drop in current. With $x=L\xi$ and $t=L^2\tau$, the diffusion equations lose their dependence on $L$ when reactions stay at equilibrium and $iL$ is fixed. The time to lose acidity should therefore grow as $L^2$. At $0.75P^*$, a $20\ \mathrm{\mu m}$ pit takes 0.224 s, which is 16.1 times the value for $5\ \mathrm{\mu m}$; the scaling predicts 16.

### Where the law needs correction

**Very shallow pits.** Hydrolysis needs time, and hence distance. Let $k$ and $k_b=k/K$ be its forward and backward rate constants, so that $r_1=kc_M-k_bc_1h$. Differentiate $r_1$ twice and replace the second derivatives by the diffusion equations, neglecting $r_2$ in this acid region. The part of $r_1$ that departs from its smooth equilibrium value then obeys approximately $r''=r/\delta^2$, where

$$
\frac1{\delta^2}=\frac{k}{D_M}+\frac{k_bh}{D_1}+\frac{k_bc_1}{D_H}.
$$

With $k=10^5\ \mathrm{s^{-1}}$ and the bottom concentrations above, $\delta\approx0.019\ \mathrm{\mu m}$. Within this layer the freshly injected ions have not yet reached hydrolysis equilibrium.

The resulting acid deficit can be estimated. The equilibrium profile has a slope $h'$ at the bottom, but no protons are injected there, so the true slope must be zero. A correction decaying over $\delta$ cancels the slope if its value at the bottom is $-\delta h'$. Since $P(h(x))=ix$, and $P$ varies locally as $h$ to the power $1+7.5/8.5=1.88$, we have $h'\approx h/(1.88L)$. The relative deficit is therefore about $\delta/(1.88L)$, or 1.0% at $1\ \mathrm{\mu m}$.

The simulation at $i=P^*/L$ gives deficits of 0.1% at $10\ \mathrm{\mu m}$, 1.0% at $1\ \mathrm{\mu m}$ and 13% at $0.1\ \mathrm{\mu m}$. In the last case the estimate gives 10%, but it assumes equilibrium outside a thin bottom layer, and in so shallow a pit hydrolysis is out of equilibrium throughout. The bottom is less acid than (4) predicts, so the shallowest pits need even more current than $P^*/L$.

**Scarce supporting salt.** Dissolved cations must be balanced by anions, which a positive potential at the bottom holds there. The same potential drives cations outward. In the worked case, the added loss of $\mathrm{M}^{z+}$ and of $\mathrm{H}^+$ raises the current needed. The added loss of $\mathrm{MOH}^{(z-1)+}$ works the other way and offsets part of the increase, because removing the hydrolysed ion lets hydrolysis release more protons. Integrating the transport equations with migration and electroneutrality raises the critical product by 1.4% for $1000\ \mathrm{mol/m^3}$ of a 1:1 salt and by 12% for $100\ \mathrm{mol/m^3}$. With very abundant salt the integration reproduces (4).

**Deepening.** The bottom recedes at the speed $v=iV_m/(zF)$, where $V_m$ is the molar volume of the metal. The steady state can follow if the diffusion time $L^2/D_M$ is short compared with the deepening time $L/v$. At threshold their ratio is

$$
\frac{L^2/D_M}{L/v}=\frac{vL}{D_M}=\frac{V_mP^*}{zFD_M}.
$$

The depth has cancelled. For $V_m=10^{-5}\ \mathrm{m^3/mol}$ the ratio is $1.3\times10^{-4}$, so treating the depth as fixed is justified here.

**Other geometry and chemistry.** The model describes a pit that is narrow compared with its depth. A wide, open pit also has diffusion resistance outside its mouth, which acts like an extra length comparable with the mouth radius. The current density needed is then lower than $P^*/L$, and at fixed width it no longer grows as $1/L$ once the depth is smaller than that radius. Further hydrolysis steps, precipitation, or proton consumption by hydrogen evolution inside the pit would change (4). A threshold that itself varied with depth would break the simple $1/L$ law.

Slow deepening also shows how a pit can outgrow its vulnerable stage. If its current density falls less steeply than $1/L$ as it deepens, $iL$ increases and the pit moves further above the threshold. A newly formed pit has not yet gained anything by deepening: in the open channel of this model, its short diffusion path must be offset by a high current density from the start. A real new pit can be helped by extra diffusion resistance at its mouth, such as a perforated remnant of the film, and then survives at a lower current density than $P^*/L$. The full set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (model trivalent metal)
ion charge z = 3
Faraday constant = 96485.33 C/mol
D of M3+ = 6.0e-10 m^2/s
D of MOH2+ = 8.0e-10 m^2/s
D of H+ = 9.0e-09 m^2/s
D of OH- = 5.0e-09 m^2/s
hydrolysis constant K = 1.0e-02 mol/m^3
water product Kw = 1.0e-08 (mol/m^3)^2
bulk h0 = 1.0e-04 mol/m^3, pH 7.00
threshold h* = 1.0e-01 mol/m^3, pH 4.00
hydrolysis rate constant = 1.0e+05 1/s
reverse rate constant = 1.0e+07 m^3/(mol s)
water recombination constant = 1.0e+08 m^3/(mol s)
metal molar volume = 1.0e-05 m^3/mol
CRITICAL PRODUCT
MOH2+ at bottom, formula = 1.1245 mol/m^3
M3+ at bottom, formula = 11.245 mol/m^3
factor 1 + D_M h*/(D_1 K) = 8.500
critical product P* = 2.2134e-03 A/m
critical product P* = 2.2134e-05 A/cm
acid-limit product = 2.2143e-03 A/m
critical i at 1 um = 2213.35 A/m^2
critical i at 10 um = 221.34 A/m^2
critical i at 100 um = 22.13 A/m^2
critical i at 1 um = 0.2213 A/cm^2
SIMULATION WITH FINITE REACTION RATES, i = P*/L
depth 0.1 um: bottom h/h* = 0.86777
depth 1.0 um: bottom h/h* = 0.98965
depth 10.0 um: bottom h/h* = 0.99904
M3+ at bottom, 10 um = 11.246 mol/m^3
MOH2+ at bottom, 10 um = 1.1234 mol/m^3
SURVIVAL, acidified first at iL = 2 P*
10 um, iL = 1.1 P*: survives, pH 3.978
10 um, iL = 0.9 P*: threshold lost at 0.0898 s
common current density = 332.00 A/m^2
10 um at common i: survives, pH 3.907
5 um at common i: threshold lost at 0.01391 s
20 um, iL = 0.75 P*: threshold lost at 0.22387 s
ratio of loss times, 20 um to 5 um = 16.096
MIGRATION AND SLOW DEEPENING
P with abundant salt / P* = 1.000001
P with 1000 mol/m^3 salt / P* = 1.0141
P with 100 mol/m^3 salt / P* = 1.1216
bottom potential, 1000 mol/m^3 = 0.0178 RT/F
bottom potential, 100 mol/m^3 = 0.1631 RT/F
deepening speed at 10 um = 7.647e-09 m/s
diffusion time / deepening time = 1.274e-04
```
